\section*{Kinetic balance in the radial Dirac equation: false and collapsed levels}

\section{Definitions and conventions}

An electron of mass $m$ moves in an attractive central potential $V(r)\le 0$. Its energy $E$ is measured from the rest energy $mc^2$, so bound levels have $E<0$ and the negative-energy continuum begins at $-2mc^2$. The four-component state is
\begin{equation}
\psi=\frac1r\begin{pmatrix} g(r)\,\Omega_{\kappa}\\ i f(r)\,\Omega_{-\kappa}\end{pmatrix},\qquad \int_0^\infty (g^2+f^2)\,dr=1 ,
\end{equation}
where $\kappa=-1$ labels $s_{1/2}$ and $\kappa=+1$ labels $p_{1/2}$. The spin-angular functions obey $\boldsymbol\sigma\cdot\mathbf L\,\Omega_\kappa=-(\kappa+1)\hbar\,\Omega_\kappa$ and $\sigma_r\Omega_\kappa=-\Omega_{-\kappa}$. With $\boldsymbol\sigma\cdot\mathbf p=-i\hbar\sigma_r\left(\partial_r-\boldsymbol\sigma\cdot\mathbf L/\hbar r\right)$,
\begin{equation}
\boldsymbol\sigma\cdot\mathbf p\,\frac{g}{r}\Omega_\kappa
=-\frac{i\hbar}{r}\left(g'-\frac gr+\frac{(\kappa+1)g}{r}\right)\sigma_r\Omega_\kappa
=\frac{i\hbar}{r}(\omega g)\,\Omega_{-\kappa},\qquad \omega=\frac{d}{dr}+\frac{\kappa}{r}.
\end{equation}
The same step with $\kappa\to-\kappa$ acts on $f$. The Dirac equation becomes
\begin{align}
(V-E)\,g+\hbar c\left(-\frac{d}{dr}+\frac{\kappa}{r}\right)f&=0, \label{up}\\
\hbar c\,\omega g+(V-2mc^2-E)\,f&=0. \label{low}
\end{align}
For a point nucleus $V=-Z\alpha\hbar c/r$, with $\alpha$ the fine-structure constant. The numbers below are for $Z=78$, the nuclear charge of platinum, where $Z\alpha=0.569194$.

\section{Two functions by hand}

Take one large function $\chi\propto re^{-\zeta r^2}$ for $\kappa=-1$ and one small function $\varphi\propto r^2e^{-\eta r^2}$, both normalized. Since $\omega(re^{-\zeta r^2})=-2\zeta r^2e^{-\zeta r^2}$, the choice $\eta=\zeta$ makes $\varphi$ proportional to $\omega\chi$. This is kinetic balance. The Gaussian integrals give
\begin{align}
\langle\chi|r^{-1}|\chi\rangle&=\frac{1/(4\zeta)}{\sqrt\pi/[4(2\zeta)^{3/2}]}=2\sqrt{\frac{2\zeta}{\pi}},\\
\langle\varphi|r^{-1}|\varphi\rangle&=\frac{1/(8\eta^2)}{3\sqrt\pi/[8(2\eta)^{5/2}]}=\frac43\sqrt{\frac{2\eta}{\pi}},\\
\|\omega\chi\|^2&=4\zeta^2\,\frac{3\sqrt\pi/[8(2\zeta)^{5/2}]}{\sqrt\pi/[4(2\zeta)^{3/2}]}=3\zeta .
\end{align}
With $x=\zeta/\eta$, the fraction of $\|\omega\chi\|^2$ that $\varphi$ can represent is the squared overlap of two normalized $r^2$ Gaussians,
\begin{equation}
q=\left(\frac{2\sqrt{\zeta\eta}}{\zeta+\eta}\right)^5=\left(\frac{2\sqrt x}{1+x}\right)^5 .
\end{equation}
The squared off-diagonal matrix element is therefore $3\zeta q\,\hbar^2c^2$.

Choose $\zeta$ to minimize the nonrelativistic energy $3\hbar^2\zeta/2m-2Z\alpha\hbar c\sqrt{2\zeta/\pi}$. Setting its derivative with respect to $\sqrt\zeta$ to zero gives $\zeta=8(Z\alpha)^2m^2c^2/(9\pi\hbar^2)$. In units of $mc^2$ the matrix is then
\begin{equation}
\begin{pmatrix}-\frac{8}{3\pi}(Z\alpha)^2 & b\\[2pt] b& -2-\frac{16}{9\pi}\frac{(Z\alpha)^2}{\sqrt x}\end{pmatrix},\qquad b^2=\frac{8}{3\pi}(Z\alpha)^2q .
\end{equation}
Here $(Z\alpha)^2=0.32398$, so the upper diagonal element is $-0.27500$.

With balance, $x=q=1$, the lower element is $-2.18334$ and $b^2=0.27500$. The upper root is
\begin{equation}
-1.22917+\sqrt{0.95417^2+0.27500}=-0.14039 .
\end{equation}
Since $mc^2=1021.998/2=510.999$ keV, this is $-71.74$ keV. The exact $1s$ level is $-90.85$ keV, so one Gaussian underbinds.

Now spoil the balance with $x=4$. Then $q=(4/5)^5=0.32768$, $b^2=0.09011$ and the lower element is $-2.09167$. The upper root becomes
\begin{equation}
-1.18334+\sqrt{0.90833^2+0.09011}=-0.22669 ,
\end{equation}
or $-115.8$ keV. The large function is unchanged, yet the level has fallen below the exact ground state because two thirds of $\|\omega\chi\|^2$ has been lost.

The fall can be unbounded. Let $\zeta\to\infty$ at fixed $x$. All matrix elements except $-2mc^2$ grow as $\sqrt\zeta$, so the rest energy drops out. Both diagonal elements are negative, and the upper root is positive if and only if the determinant is negative:
\begin{equation}
3\zeta q>(Z\alpha)^2\,\frac{16\sqrt{\zeta\eta}}{3\pi}
\quad\Longleftrightarrow\quad q\sqrt x>\frac{16}{9\pi}(Z\alpha)^2=0.18334 .
\end{equation}
For a small function more diffuse than its partner, the limit is $x=10.53$. Between $x=1$ and this limit the upper root tends to $+\infty$; above the limit, to $-\infty$. At the largest exponent used here, the root is $1.25\times10^5$ keV at 0.95 of the critical ratio and $-1.11\times10^5$ keV at 1.05 of it.

\section{The general matrix problem}

Expand $g=\sum_a A_a\chi_a$ in $N_L$ functions and $f=\sum_i B_i\varphi_i$ in $N_S$ functions. Projecting \eqref{up} and \eqref{low} onto the basis, and integrating by parts with vanishing boundary terms, gives
\begin{equation}
\begin{pmatrix}V_L&\Pi^T\\ \Pi&V_S-2mc^2S_S\end{pmatrix}\begin{pmatrix}A\\B\end{pmatrix}
=E\begin{pmatrix}S_L&0\\0&S_S\end{pmatrix}\begin{pmatrix}A\\B\end{pmatrix},\qquad
\Pi_{ia}=\hbar c\langle\varphi_i|\omega\chi_a\rangle ,
\end{equation}
where $S$ denotes overlaps. In the small space the energy expectation value is at most $-2mc^2$, so at least $N_S$ roots lie there or lower. The upper $N_L$ roots are called electronic; this is a rule of counting, and it can fail physically.

When $|E|$ and the potential matrix elements are small compared with $2mc^2$, the lower row gives $B=S_S^{-1}\Pi A/(2mc^2)$. Substitution in the upper row produces the kinetic matrix
\begin{equation}
T_{\rm eff}=\frac{\Pi^TS_S^{-1}\Pi}{2mc^2},\qquad
A^TT_{\rm eff}A=\frac{\hbar^2}{2m}\|P_S\,\omega g\|^2
=\frac{\hbar^2}{2m}\left(\|\omega g\|^2-\|(1-P_S)\omega g\|^2\right),
\end{equation}
where $P_S$ projects onto the small space. The error is never positive, and it vanishes for every $g$ in the large space precisely when each $\omega\chi_a$ lies in the small space. In that case
\begin{equation}
\|\omega g\|^2=\int\left(g'^2+\frac{\kappa(g^2)'}{r}+\frac{\kappa^2g^2}{r^2}\right)dr
=\int\left(g'^2+\frac{\kappa(\kappa+1)}{r^2}g^2\right)dr ,
\end{equation}
because $\int (g^2)'/r\,dr=\int g^2/r^2\,dr$. As $\kappa(\kappa+1)=l(l+1)$, this is the Schr\"odinger kinetic energy.

At finite $c$ the direction of the error is the same. The $j$th root from the top is the maximum, over $j$-dimensional trial spaces, of the minimum energy expectation value in that space. Removing small functions leaves fewer trial spaces, so no electronic root can rise.

\section{Collapse when small functions are missing}

If $N_S=N_L-k$, the $N_S\times N_L$ matrix $\Pi$ annihilates at least $k$ independent combinations $g$. These have no coupling to the small space and hence no kinetic energy at all. On the small space together with these $k$ combinations the energy matrix is block diagonal. If the largest $\langle V\rangle$ among them is below $-2mc^2$, at least $N_S+k$ roots lie at or below $-2mc^2$, and at most $N_L-k$ are left above it.

The main basis has 52 exponents in ratio 2. Complete, it gives $-90.8538$ keV as the lowest electronic $\kappa=-1$ root. Without the small partner of the tightest function, the lowest root by count is $-1022.07$ keV, below the edge at $-1021.998$ keV, and the $1s$ level appears one place higher. The root at $-1022.07$ keV is not the uncoupled combination itself. It is an ordinary negative-energy root, with large-component weight below $10^{-6}$, that the count now labels electronic. The uncoupled combination has $\langle V\rangle\approx-1.9\times10^6$ keV in this basis, which meets the condition above, and the root below the edge with the most large-component weight lies near $-3.4\times10^6$ keV. With two partners missing, both of the two lowest roots lie below the edge. A calculation that occupies roots by counting would then put electrons in the negative-energy spectrum. The two-function limit $x=10.53$ gives no protection here: neighbouring exponents differ by a factor of 2, but a combination of many large functions can escape the small space altogether.

\section{A false level when both bases are equal}

Now use the same $N$ real functions for $g$ and $f$, with a point nucleus. Let $S$ be their overlap matrix, $U$ the matrix of $1/r$, and $D_{ab}=\langle\chi_a|\chi_b'\rangle$, which is antisymmetric. With $\varepsilon=E+mc^2$, the roots are the zeros of $\det M_\kappa(\varepsilon)$, where
\begin{equation}
M_\kappa=U\otimes Q_\kappa+S\otimes P+\hbar c\,D\otimes J,\quad
\begin{aligned}Q_\kappa&=\hbar c(-Z\alpha+\kappa\sigma_1),\\ P&=mc^2\sigma_3-\varepsilon,\end{aligned}\quad
J=\begin{pmatrix}0&-1\\1&0\end{pmatrix}.
\end{equation}

\subsection{The spectra for $\kappa$ and $-\kappa$ coincide}

Except at isolated $\varepsilon$, $Q_\kappa v=\mu Pv$ has two distinct solutions $v_1,v_2$. Symmetry of both matrices gives $(\mu_1-\mu_2)v_1^TPv_2=0$, so $v_1^TPv_2=v_1^TQ_\kappa v_2=0$. The map $R$ with $Rv_1=v_1$, $Rv_2=-v_2$ thus preserves both forms and has determinant $-1$. The matrix $\sigma_3$ also has determinant $-1$; it preserves $P$ and turns $Q_\kappa$ into $Q_{-\kappa}$. Hence $K=R\sigma_3$ has $\det K=1$. Any $2\times2$ matrix obeys $K^TJK=(\det K)J$, so
\begin{equation}
(1\otimes K)^TM_\kappa(1\otimes K)=M_{-\kappa},\qquad \det M_\kappa=\det M_{-\kappa}.
\end{equation}
Both determinants are polynomials in $\varepsilon$, so they agree at the isolated points too.

\subsection{The true spectra do not}

Seek a node-free solution $f=\rho g$, $g=r^\gamma e^{-\lambda r}$. Matching the $1/r$ terms and the constants in \eqref{up} and \eqref{low} gives
\begin{equation}
\gamma=-\kappa+Z\alpha\rho=\kappa-\frac{Z\alpha}{\rho},\qquad
-\hbar c\lambda=(\varepsilon+mc^2)\rho=\frac{mc^2-\varepsilon}{\rho}.
\end{equation}
Decay requires $\rho<0$, and then $\gamma>0$ requires $\kappa<0$. For $\kappa=-1$ the first pair gives $\gamma=\sqrt{1-(Z\alpha)^2}$ and $\rho=-(1-\gamma)/(Z\alpha)$. The second gives $\varepsilon=mc^2(1-\rho^2)/(1+\rho^2)=\gamma mc^2$, the $1s$ level. The $\kappa=+1$ spectrum has no such member and begins at $2p_{1/2}$. An equal basis good enough to give $1s$ for $\kappa=-1$ must therefore give a false $\kappa=+1$ root at the same energy. The calculation gives $-90.85377$ keV for both signs; the second $\kappa=+1$ root, $-23.24201$ keV, is the physical $2p_{1/2}$.

\subsection{This fault is not a collapse}

Multiply $M_\kappa$, for $\kappa>0$, by $1\otimes n$ with $n=a\sigma_1+b\sigma_3$ and $a^2+b^2=1$. Because $nJ$ is symmetric, the derivative term drops out of the quadratic form. The symmetric parts of $nQ_\kappa$ and $nP$ have eigenvalues $\hbar c(\kappa a\pm Z\alpha)$ and $mc^2b\pm\varepsilon$. They are all positive for some $a,b$ if
\begin{equation}
\left(\frac{Z\alpha}{\kappa}\right)^2+\left(\frac{\varepsilon}{mc^2}\right)^2<1 .
\end{equation}
$M_\kappa$ is then nonsingular, so no root lies in this interval. For $|\kappa|=1$ its upper end is the exact $1s$ energy. At $Z=0$ there are $N$ roots on each side of $\varepsilon=0$, and none can cross as $Z$ is raised while $Z\alpha<1$. No electronic root of this basis falls below $1s$.

In the main basis the false state stands out by its captured fraction $q=\|P_S\omega g\|^2/\|\omega g\|^2$, which is $0.003$, against $0.99999$ for $2p_{1/2}$. Its small space misses nearly all of $\omega g$. A low $q$ alone does not prove a root false, however: in a sparser equal basis a physical level can have one too. Comparison with the balanced basis, where this false root is absent, is the safer test.

\section{The balanced algorithm and its limits}

\begin{enumerate}
\item Choose exponents $\zeta_a$ in geometric progression and set $\chi_a\propto r^{l+1}e^{-\zeta_ar^2}$.
\item Build one small function $\omega\chi_a\propto[(l+1+\kappa)r^l-2\zeta_ar^{l+2}]e^{-\zeta_ar^2}$ for each large one.
\item Form the matrices, diagonalize, and set aside the lowest $N_S$ roots.
\item Vary the spacing and both ends of the exponent range separately.
\end{enumerate}

The last step matters. In a trial basis the $4p_{1/2}$ energy had a relative error of $1.3\times10^{-4}$ against the Sommerfeld formula. Extending the tight or the diffuse end left this unchanged, while closer spacing reduced it to $3.8\times10^{-7}$. In the main basis it is $9.8\times10^{-6}$.

Balance does not turn the Dirac problem into a strict minimum problem. For fixed $g$, equation \eqref{low} asks for $f=\hbar c\,\omega g/(E+2mc^2-V)$, which differs from a multiple of $\omega g$ where $V$ varies. Completing the small space can only raise the root. For the single Gaussian it moves from $-71.740$ to $-71.656$ keV, so balance alone had left it $0.084$ keV too low for that $g$. Both values still lie above the exact level. A contraction shows the bound failing: fix $g$ to the $1s$ large component of the main basis and allow only the single small function $\omega g$. The root is then $-159.6$ keV, far below the exact $-90.85$ keV. The amount depends on the tightest exponents; with only the 30 most diffuse primitives the root is $-97.5$ keV. Nor has it been shown here that balance excludes false roots for every basis and every singular potential.

\section{A screened atom}

For a neutral-atom model, replace $Z$ in the potential by $1+(Z-1)/(1+r/d)^2$ with the round value $d=20$ pm. The model has independent electrons and a point nucleus. It omits self-consistency, exchange, correlation, the Breit interaction and QED, so its levels are not predictions for platinum.

The balanced basis gives $1s=-80457.6$ eV, $2p_{1/2}=-14133.5$ eV and $6s=-19.41$ eV. Direct integration of \eqref{up} and \eqref{low} agrees within $0.001$ eV for each. The nonrelativistic $6s$ level is $-15.04$ eV, so relativity lowers it by $4.37$ eV, or 29\% of the nonrelativistic binding energy in this model.

With equal bases a false $\kappa=+1$ root persists. In the main basis it lies at $-82371$ eV, $1914$ eV below the true $1s$ level, but its position shifts by hundreds of eV when the exponent spacing is changed. The proof of coincidence used $V\propto1/r$ and no longer applies. The lower limit at the ion's $1s$ energy, $-90854$ eV, survives: the screened potential is nowhere deeper than that of the point nucleus, and raising $V$ cannot lower a root. This limit is no longer the $1s$ energy of the model itself, however, and the false root lies between the two. The second root, $-14133.5$ eV, is again the physical $2p_{1/2}$. The full set of values is in the numerical output.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Nuclear charge number Z: 78
Z times fine-structure constant: 0.569194
Gaussians per component: 52; exponent ratio: 2.0
Smallest exponent: 1.0713e-06 pm^-2
Largest exponent: 2.4124e+09 pm^-2
Lower continuum edge -2mc^2: -1021.998 keV
One-electron ion, balanced basis and Sommerfeld formula
1s1/2: -90.85377 keV; formula -90.85377 keV
2s1/2: -23.24201 keV; formula -23.24201 keV
3s1/2: -10.08613 keV; formula -10.08614 keV
2p1/2: -23.24201 keV; formula -23.24201 keV
3p1/2: -10.08612 keV; formula -10.08614 keV
4p1/2: -5.57349 keV; formula -5.57354 keV
Relative errors of balanced 2p1/2, 3p1/2, 4p1/2
trial set: -9.45e-07, -1.07e-05, -1.28e-04
tighter end: -9.43e-07, -1.07e-05, -1.28e-04
more diffuse end: -9.45e-07, -1.07e-05, -1.28e-04
closer spacing: -1.92e-09, -2.75e-08, -3.76e-07
main set: -4.21e-08, -1.31e-06, -9.79e-06
One-electron ion, equal bases for both components
Root 1: kappa=+1 -90.85377 keV; kappa=-1 -90.85377 keV
Root 2: kappa=+1 -23.24201 keV; kappa=-1 -23.24201 keV
Root 3: kappa=+1 -10.08614 keV; kappa=-1 -10.08614 keV
Captured fraction q, false kappa=+1 root: 0.00292
Captured fraction q, physical 2p1/2 root: 0.99999
Smallest captured fraction in equal basis: 0.00000
Lowest two kappa=-1 roots after removing tight small functions
Removed 0: -90.8538 keV; -23.242 keV
Removed 1: -1022.07 keV; -90.8538 keV
Removed 2: -1022.11 keV; -1022.07 keV
Removed 3: -1022.16 keV; -1022.11 keV
Removed 4: -1022.23 keV; -1022.16 keV
Removed 6: -1022.47 keV; -1022.33 keV
Removed 8: -1022.97 keV; -1022.68 keV
Two-function threshold 16(Z alpha)^2/(9 pi): 0.18334
Critical exponent ratio zeta/eta: 10.5306
Upper root at 0.95 critical ratio: 1.2501e+05 keV
Upper root at 1.05 critical ratio: -1.1081e+05 keV
One-Gaussian exponent: 0.614730 pm^-2
One Gaussian, restricted balance: -71.74030 keV
One Gaussian, complete small space: -71.65590 keV
Neutral-atom model, screening length: 20.0 pm
1s1/2: basis -80457.6160 eV; direct integration -80457.6164 eV
2p1/2: basis -14133.4741 eV; direct integration -14133.4747 eV
6s1/2: basis -19.4099 eV; direct integration -19.4100 eV
Nonrelativistic 6s: -15.0415 eV
Relativistic shift of 6s: -4.3684 eV
Equal basis, kappa=+1 root 1: -82371.259 eV
Equal basis, kappa=+1 root 2: -14133.475 eV
\end{verbatim}
